# Irreversible Langmuir Adsorption in Ideal Plug Flow, part 1

(Sections cited here and not found follow in the second part.)

## What dimensions and symmetry fix

A carrier gas moves through a channel at constant speed $u$. From laboratory time $s=0$ it carries a precursor of inlet density $n_0$, which sticks to the free sites of an initially clean wall. We want the gas density $n(z,s)$ and the coverage $\theta(z,s)$ at distance $z$ from the inlet.

Besides $u$, two rates enter. A clean wall removes precursor from the gas at a rate $\Gamma_g$ per molecule, and gas of the inlet density fills free sites at a rate $\Gamma_s$ per site. Five quantities, $z$, $s$, $u$, $\Gamma_g$ and $\Gamma_s$, contain two units, length and time. They therefore form three independent dimensionless groups, for example $\Gamma_g z/u$, $\Gamma_s s$ and $\Gamma_g/\Gamma_s$.

One group can be removed. Nothing happens at $z$ before the gas front arrives at $s=z/u$, and all gas moves at the same speed. If each place has its own clock, started by the arrival of the front, the transit time drops out of the equations. The natural variables are then

$$x=\frac{\Gamma_g z}{u},\qquad t=\Gamma_s\left(s-\frac{z}{u}\right).$$

With $c=n/n_0$ and the free fraction $\varphi=1-\theta$, the balances derived below become

$$\frac{\partial c}{\partial x}=-c\varphi,\qquad \frac{\partial\varphi}{\partial t}=-c\varphi,\qquad c(0,t)=1,\quad \varphi(x,0)=1 .$$

No parameter is left, so $c$ and $\varphi$ are pure functions of $x$ and $t$. There is also a symmetry. Exchange $x$ with $t$ and $c$ with $\varphi$: the first equation becomes the second, and the first boundary condition becomes the second. If the solution is unique, as will be shown, then

$$\varphi(x,t)=c(t,x).$$

One function therefore describes both gas and wall. Molecules are used up by sites along the channel just as sites are used up by molecules in time. The function will turn out to be

$$c(x,t)=\frac{e^t}{e^t+e^x-1}\qquad(t\ge 0).$$

## The uptake at the wall

We first need the number of molecules that strike unit wall area per unit time. Let the gas near the wall be in thermal equilibrium at temperature $T$, with molecular mass $m$. The velocity component $w$ towards the wall has the Maxwell distribution, and molecules with $w>0$ arrive at the rate $nw$ per area. Hence

$$J_{\rm hit}=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty w\,e^{-mw^2/2k_BT}\,dw .$$

The integral equals $k_BT/m$, because the integrand is the derivative of $-(k_BT/m)e^{-mw^2/2k_BT}$. Thus

$$J_{\rm hit}=n\sqrt{\frac{k_BT}{2\pi m}}=\frac{n\bar v}{4},\qquad \bar v=\sqrt{\frac{8k_BT}{\pi m}},$$

where $\bar v$ is the mean thermal speed. The second form follows from $\bar v/4=\sqrt{8k_BT/(16\pi m)}$.

The Langmuir assumption is that a molecule sticks with probability $\beta_0$ if it hits a free site and is reflected if it hits an occupied one. The fraction of hits on free sites is $\varphi$, so the uptake per wall area is

$$J=k\,n\,\varphi,\qquad k=\frac{\beta_0\bar v}{4}.$$

The constant $k$ has the dimension of a velocity. The formula requires $\beta_0\ll1$. A strongly absorbing wall sends back too few molecules, and the gas beside it no longer has the equilibrium distribution used in the integral.

Three further properties of the wall are assumed. Each site has area $s_0$ and holds one molecule. Adsorbed molecules do not leave. The probability $\beta_0$ does not depend on coverage, on time or on the presence of reaction products.

## The two balances

Consider a slice of the channel between $z$ and $z+dz$, with cross-section $S$. Its volume is $S\,dz$ and its wall area is $aS\,dz$, which defines $a$ as the wall area per gas volume. We assume that the density is uniform over the cross-section, that all gas moves with speed $u$, and that no molecules diffuse along the channel. The number of precursor molecules in the slice then changes through inflow, outflow and uptake:

$$S\,dz\,\frac{\partial n}{\partial s}=Su\,n(z)-Su\,n(z+dz)-aS\,dz\,k n\varphi .$$

Divide by $S\,dz$ and let $dz\to0$. The difference of the two flow terms becomes $-u\,\partial n/\partial z$, and

$$\frac{\partial n}{\partial s}+u\frac{\partial n}{\partial z}=-ak\,n\varphi. \tag{1}$$

Constant $u$ requires constant temperature, a small pressure drop and a dilute precursor, since otherwise the loss of molecules to the wall would slow the flow.

A unit of wall area holds $1/s_0$ sites, so $\theta/s_0$ molecules are adsorbed on it. Their number grows by $J$:

$$\frac{1}{s_0}\frac{\partial\theta}{\partial s}=k n\varphi
\quad\Longrightarrow\quad
\frac{\partial\theta}{\partial s}=s_0k\,n\varphi. \tag{2}$$

For $\varphi=1$, equation (1) gives a loss rate per gas molecule of $\Gamma_g=ak$. For $n=n_0$, equation (2) gives a filling rate per free site of $\Gamma_s=s_0kn_0$. These are the two rates used at the start.

## The clock that starts with the gas front

Let $\tau=s-z/u$, and write the density as $n(z,s)=N(z,\tau)$. The chain rule gives

$$\frac{\partial n}{\partial s}=\frac{\partial N}{\partial\tau},\qquad
\frac{\partial n}{\partial z}=\frac{\partial N}{\partial z}-\frac1u\frac{\partial N}{\partial\tau}.$$

In the combination on the left of (1) the two $\tau$ derivatives cancel:

$$\frac{\partial n}{\partial s}+u\frac{\partial n}{\partial z}=u\frac{\partial N}{\partial z}.$$

The storage of molecules in the gas has not been neglected. It is contained in the definition of $\tau$. Equation (2) keeps its form, because at fixed $z$ a change of $s$ equals a change of $\tau$.

Now put $N=n_0c$, $x=akz/u$ and $t=s_0kn_0\tau$. The gas balance becomes

$$u\,n_0\,\frac{ak}{u}\frac{\partial c}{\partial x}=-ak\,n_0c\varphi
\quad\Longrightarrow\quad \frac{\partial c}{\partial x}=-c\varphi, \tag{3}$$

and the site balance becomes

$$s_0kn_0\frac{\partial\theta}{\partial t}=s_0kn_0\,c\varphi
\quad\Longrightarrow\quad \frac{\partial\varphi}{\partial t}=-c\varphi, \tag{4}$$

where the sign changes because $\varphi=1-\theta$.

The boundary conditions need some care. Gas with $\tau<0$ was in the channel before the precursor was switched on. It contains no precursor, and (1) creates none, so $c=0$ and $\theta=0$ for $t<0$. At $t=0$ the density jumps, but the coverage does not, since it grows at a finite rate. Hence $\varphi(x,0)=1$ at every $x$. At the inlet $c(0,t)=1$ for $t\ge0$. The value of $c$ at $t=0$ inside the channel must not be prescribed; it follows from (3).

## A potential makes the problem linear

The right-hand sides of (3) and (4) are equal, so

$$\frac{\partial c}{\partial x}=\frac{\partial\varphi}{\partial t}. \tag{5}$$

This is the conservation of molecules: what the gas loses along the way is what the sites gain. It allows both functions to be derived from one potential. Define

$$\psi(x,t)=\int_0^x\varphi(x',0)\,dx'+\int_0^t c(x,t')\,dt'. \tag{6}$$

Clearly $\psi_t=c$, where subscripts denote derivatives. For the other derivative we use (5) under the integral:

$$\psi_x=\varphi(x,0)+\int_0^t c_x\,dt'
=\varphi(x,0)+\int_0^t\varphi_{t'}\,dt'=\varphi(x,t).$$

With $\psi_t=c$ and $\psi_x=\varphi$, equation (4) reads

$$\psi_{xt}=-\psi_x\psi_t. \tag{7}$$

The product on the right suggests an exponential. Let $W=e^{\psi}$. Then $W_x=\psi_xW$, and a second differentiation gives

$$W_{xt}=\psi_{xt}W+\psi_x\psi_tW=(\psi_{xt}+\psi_x\psi_t)W=0 .$$

The nonlinear problem has become $W_{xt}=0$. This says that $W_x$ does not depend on $t$, so $W_x(x,t)=W_x(x,0)$. Integration from $0$ to $x$ yields

$$W(x,t)=W(0,t)+W(x,0)-W(0,0). \tag{8}$$

The whole field is thus fixed by its values on the two edges.

## The edges and the result

On the edge $x=0$ the first integral in (6) vanishes and $c=1$, so $\psi(0,t)=t$. On the edge $t=0$ the second integral vanishes and $\varphi=1$, so $\psi(x,0)=x$. Hence $W(0,t)=e^t$, $W(x,0)=e^x$, $W(0,0)=1$, and

$$W=e^t+e^x-1. \tag{9}$$

Since $\psi=\ln W$, the density and the free fraction are $c=W_t/W$ and $\varphi=W_x/W$:

$$\boxed{c=\frac{e^t}{e^t+e^x-1},\qquad
\theta=1-\varphi=\frac{e^t-1}{e^t+e^x-1}\qquad(t\ge0)} \tag{10}$$

Each step followed from the equations and the data, so every smooth solution for $t\ge0$ must be (10). This is the uniqueness needed for the symmetry argument. Conversely, direct differentiation gives

$$c_x=-\frac{e^te^x}{W^2}=-c\varphi,\qquad
\varphi_t=-\frac{e^xe^t}{W^2}=-c\varphi,$$

so (10) does solve the problem.

The potential has a direct meaning. Equation (4) can be written $(\ln\varphi)_t=-c$, so a site stays free with probability $e^{-\int_0^t c\,dt'}$, where the integral is the exposure it has received. With $\int_0^t c\,dt'=\psi-x$ this is $e^x/W$, in agreement with (10).

## Limits, and where a clean-wall estimate fails

At the inlet, $x=0$, the coverage is $\theta=1-e^{-t}$, the filling law for constant density. At the gas front, $t=0$, the density is $c=e^{-x}$, the decay along a clean wall. For fixed $x$ and $t\to\infty$, both $c$ and $\theta$ tend to 1.

It is tempting to use $c=e^{-x}$ deep in the channel for as long as the wall there is nearly clean. The solution shows that this fails early. Dividing $c$ by $e^{-x}$ gives

$$\frac{c}{e^{-x}}=\frac{e^t}{1+(e^t-1)e^{-x}} .$$

For $e^x\gg e^t$ the ratio is close to $e^t$. The density at a deep, still clean place grows exponentially, because the sites upstream are filling and let more gas through. The clean-wall estimate therefore requires $t\ll1$.

## Other inlet histories

Let the inlet density vary as $n_0g(t)$, with $n_0$ now a fixed reference density. Only one edge changes: $\psi(0,t)$ becomes the dose

$$E(t)=\int_0^tg(t')\,dt' .$$

Equation (8) then gives $W=e^E+e^x-1$. Since $W_t=g\,e^E$,

$$c=\frac{g\,e^{E}}{e^{E}+e^x-1},\qquad
\theta=\frac{e^{E}-1}{e^{E}+e^x-1}. \tag{11}$$

The coverage depends on the inlet history through $E$ alone. A short dense pulse and a long dilute pulse of equal dose leave the same coverage profile in this model.

## What irreversibility contributes

Suppose that adsorbed molecules leave at a dimensionless rate $K$, so that $\varphi_t=-c\varphi+K(1-\varphi)$. If they return to the gas, (5) still holds and $\psi$ still exists. In place of (7) we have $\psi_{xt}=-\psi_x\psi_t+K(1-\psi_x)$, and therefore

$$W_{xt}=W(\psi_{xt}+\psi_x\psi_t)=WK(1-\psi_x)=K(W-W_x).$$

The equation is still linear, but a sum of a function of $x$ and a function of $t$ no longer solves it with these data. Indeed, for such a sum $W_{xt}=0$, which would require $W=W_x$ everywhere, whereas at the inlet of a clean wall $W_x=W$ holds at $t=0$ and is lost as soon as sites fill. The simple form (10) thus rests on $K=0$. For $Kt\ll1$ it remains a good approximation to $c$ and $\theta$ on the scale where full density and full coverage are 1, but not necessarily to very small values. At the inlet, for example, the free fraction levels off at $K/(1+K)$ instead of falling as $e^{-t}$.

# Second half: fronts, pulses and a worked channel

## Symbols and results carried over

The distance is $x=\Gamma_gz/u$ and the local time is $t=\Gamma_s(s-z/u)$, where $s$ is laboratory time and $u$ the gas speed. The rates are $\Gamma_g=ak$ and $\Gamma_s=s_0kn_0$, with $a$ the wall area per gas volume, $k=\beta_0\bar v/4$ the uptake velocity of a clean wall, $s_0$ the area per site and $n_0$ the inlet density. For a step inlet and an initially clean wall, the relative density $c$ and the coverage $\theta$ are

$$c=\frac{e^t}{W},\qquad \theta=\frac{e^t-1}{W},\qquad W=e^t+e^x-1\qquad(t\ge0),$$

and both vanish for $t<0$. For a pulse of other shape, $e^t$ is replaced by $e^E$ in $W$ and in $\theta$, where $E$ is the dimensionless dose.

## When a given level passes

Set $c=p$ with $0<p<1$. Then $e^t=p(e^t+e^x-1)$, so $e^t(1-p)=p(e^x-1)$ and

$$t_p=\ln(e^x-1)+\ln\frac{p}{1-p}. \tag{12}$$

This level is reached after the initial jump if $t_p>0$, that is, if $p(e^x-1)>1-p$, or $p>e^{-x}$. Smaller levels are passed in the jump itself.

The distance enters (12) through the first term alone, which is the same for all $p$. The time between the 10 % and 90 % levels is therefore

$$t_{0.9}-t_{0.1}=\ln9-\ln\tfrac19=2\ln9 \tag{13}$$

at every place with $e^{-x}<0.1$. The density rise does not broaden as it travels.

For the coverage set $\theta=q$. From $e^t-1=q(e^t-1)+qe^x$ follows $(1-q)(e^t-1)=qe^x$, and

$$t_q=\ln\left(1+\frac{q}{1-q}e^x\right). \tag{14}$$

For large $x$ this approaches $x+\ln[q/(1-q)]$, the same limit as (12). The closeness of the two profiles can be read from (10) directly, since $\theta=(1-e^{-t})c$. Once several units of local time have passed, gas density and coverage have nearly equal relative values.

We now have the closed solution for gas density and coverage, and the times at which given levels pass, which show that the density rise does not broaden as it travels. What remains is the speed of the adsorption front, the dose and its utilisation, a worked channel, and the effects of diffusion and other limits of the model.
